# Why the Arrhenius attempt frequency is not universally 1e13 per second

Suppose a calculation gives a barrier of 2 eV for a copper atom hopping through a TiN diffusion barrier, and the next number needed is the hop rate during an anneal at 700 K. One can insert an attempt frequency of $10^{13}\ \mathrm{s^{-1}}$ and stop, or compute the vibrations at the minimum and at the saddle. In the example below the first choice puts the rate wrong by a factor of about 700 on one path and more than 1000 in the opposite direction on another, although the barrier is the same.

## A counter-example: three paths, one barrier

The hop rate is written $\Gamma=\nu^*e^{-E/k_BT}$. In the classical harmonic limit the prefactor is

$$
\nu^*=\frac{\prod_{i=1}^{n}\nu_i}{\prod_{j=2}^{n}\nu'_j},\tag{1}
$$

where $\nu_i$ are the $n$ ordinary frequencies at the minimum and $\nu'_j$ the $n-1$ real ones at the saddle; the unstable mode, $j=1$, is left out. The proof follows the example.

Let $x$ be the position of the copper atom along a line of sites spaced by $a$, and let the vector $u$ hold the displacements of the host atoms. Take

$$
V(x,u)=E\,s(x)+\tfrac12u^{T}K(x)u,\qquad s=\sin^2\frac{\pi x}{a},\qquad K(x)=K_0-c\,s(x)K_c .
$$

The matrix $K_0$ contains all host bonds and $K_c$ the bonds of a cage. At the saddle, $x=a/2$, each cage bond is weaker by the fraction $c$; a negative $c$ means stiffening.

The host is a rocksalt block of 343 atoms with Ti and N masses and fixed walls. Each nearest-neighbour bond has springs of 50 N/m along it and 20 N/m across it, giving modes from 2.6 to 15.7 THz. The cage has 27 atoms and 54 bonds. Three paths are compared with $E=2$ eV, $a=0.3$ nm and all else held fixed: loosened ($c=0.25$), unchanged ($c=0$) and tightened ($c=-0.25$).

**The hop coordinate.** At $u=0$ the mixed derivative $\partial^2V/\partial x\,\partial u=K'(x)u$ vanishes, so $x$ and $u$ separate at both stationary points. Near $x=0$, $s\approx\pi^2x^2/a^2$, so the curvature is $2\pi^2E/a^2$. For an atom of mass $m$,

$$
\nu_0=\frac1{2\pi}\sqrt{\frac{2\pi^2E}{ma^2}}=\sqrt{\frac{E}{2ma^2}}=4.1\ \mathrm{THz}.
$$

**The host modes.** Equation (1) becomes $\nu^*=\nu_0R$, with $R$ the product of host frequencies at the minimum divided by that at the saddle. If $M$ is the diagonal matrix of host masses, the squared angular frequencies are the eigenvalues of $M^{-1/2}KM^{-1/2}$, and their product is $\det K/\det M$. The masses cancel in the ratio:

$$
R=\sqrt{\frac{\det K_0}{\det(K_0-cK_c)}} .
$$

Factoring $K_0$ out of the lower determinant gives

$$
\ln R=-\tfrac12\ln\det(1-cK_0^{-1}K_c)=-\tfrac12\sum_\alpha\ln(1-c\lambda_\alpha),\tag{2}
$$

where $\lambda_\alpha$ are the eigenvalues of $K_0^{-1}K_c$. For an eigenvector $v$, $\lambda=v^TK_cv/v^TK_0v$: the fraction of the elastic energy that sits in the cage bonds. Hence $0\le\lambda\le1$.

The sum of these shares can be estimated by counting. Summed over all bonds of a lattice with $N$ atoms, the shares give $\mathrm{tr}(K_0^{-1}K_0)=3N$. A large cubic lattice has $3N$ bonds, equivalent by symmetry because $K_0$ contains no masses, so each carries one degree of freedom. The 54 cage bonds should carry nearly 54; the finite block gives 53.74.

This sum brackets the answer. For $c>0$ the function $-\ln(1-c\lambda)$ is convex in $\lambda$. It lies above its tangent $c\lambda$ at the origin and below the chord $-\lambda\ln(1-c)$ joining $\lambda=0$ to $\lambda=1$. Therefore

$$
\tfrac12(0.25)(53.74)=6.72\;\le\;\ln R\;\le\;-\tfrac12(53.74)\ln0.75=7.73 .
$$

Diagonalization gives $\ln R=7.43$, or $R\approx1700$. For the tightened path it gives $\ln R=-6.17$, or $R\approx0.0021$.

| Path | $\nu^*$ (1/s) | $\Gamma$ at 700 K (1/s) | $L^2/2D$ (s) |
|---|---|---|---|
| loosened | $6.9\times10^{15}$ | 28 | 20 |
| unchanged | $4.1\times10^{12}$ | 0.016 | $3.4\times10^4$ |
| tightened | $8.6\times10^{9}$ | $3.4\times10^{-5}$ | $1.6\times10^7$ |

The last column assumes a random walk of independent single hops: after each crossing the atom must lose its excess energy and settle before it hops again. The potential $V$ alone does not ensure this. For $c=0$ it lets the atom pass no energy to the host, so an atom that crosses one saddle would run on over the next. The table therefore supposes some additional friction, strong enough to stop the atom in the next well but too weak to turn it back at the saddle. With rate $\Gamma$ to each side, the mean square displacement grows as $2\Gamma a^2t$. Setting this equal to $2Dt$ gives $D=a^2\Gamma$, which is $2.5\times10^{-14}\ \mathrm{cm^2/s}$ for the loosened path. The time at which the rms displacement equals the film thickness $L=10$ nm is $L^2/2D$. It ranges from 20 seconds to about half a year.

**How small the shifts are.** On the loosened path the mean frequency change is $-0.7\%$ and the largest, comparing modes in order of frequency, is $-11\%$. The largest is limited because $K_0-cK_c$ is nowhere softer than $(1-c)K_0$; by the min–max principle no ordered frequency can fall by more than $1-\sqrt{1-c}=13.4\%$. In this block the mean frequency moves by less than 1% while the product changes by three orders.

Enlarging the block does not dilute the effect. From 375 to 2187 host modes, $\ln R$ goes from 7.35 to 7.45, while its average per mode falls from 0.020 to 0.0034. The number of changed bonds and the size of their change largely set the total; the number of modes only spreads it out.

## The general statement and its proof

For a system in thermal equilibrium in its well, with $E\gg k_BT$, a potential that is quadratic over the thermal amplitude of every mode at both points, classical nuclei, no recrossing and one exit, the prefactor is given by (1). It belongs to the pair of minimum and saddle, and no universal value follows from it.

Use mass-weighted coordinates $q_i=\sqrt{m_i}\,x_i$, so that the kinetic energy is $\frac12\sum_i\dot q_i^2$. Let $S$ be the plane through the saddle perpendicular to its unstable mode. The rate is the equilibrium flux through $S$ in the outward direction, per system in the well:

$$
\Gamma=\langle \dot q\,\theta(\dot q)\rangle\,
\frac{\int_S e^{-V/k_BT}\,d^{\,n-1}q}{\int_{\rm well}e^{-V/k_BT}\,d^{\,n}q}.
$$

Here $\dot q$ is the velocity normal to $S$, and the step function $\theta$ keeps outgoing motion. With the Maxwell distribution,

$$
\langle \dot q\,\theta(\dot q)\rangle=\frac{1}{\sqrt{2\pi k_BT}}\int_0^\infty v\,e^{-v^2/2k_BT}dv=\frac{k_BT}{\sqrt{2\pi k_BT}}=\sqrt{\frac{k_BT}{2\pi}} .
$$

Under these conditions both integrals are dominated by quadratic regions. The condition $E\gg k_BT$ alone does not ensure this, since a very soft mode at the saddle can spread beyond its quadratic range however high the barrier is. In normal coordinates, $V=\frac12\sum_{i=1}^n\omega_i^2q_i^2$ in the well and $V=E+\frac12\sum_{j=2}^n\omega_j'^2q_j'^2$ on $S$. Each coordinate contributes a Gaussian integral $\sqrt{2\pi k_BT}/\omega$. There are $n$ in the denominator and $n-1$ in the numerator, so one factor $\sqrt{2\pi k_BT}$ survives:

$$
\Gamma=\sqrt{\frac{k_BT}{2\pi}}\,\frac{1}{\sqrt{2\pi k_BT}}\,\frac{\prod_{i=1}^n\omega_i}{\prod_{j=2}^n\omega'_j}\,e^{-E/k_BT}
=\frac1{2\pi}\,\frac{\prod_{i=1}^n\omega_i}{\prod_{j=2}^n\omega'_j}\,e^{-E/k_BT}.
$$

Inserting $\omega=2\pi\nu$ leaves one net factor $2\pi$ from the products, which cancels $1/2\pi$. This is (1).

The proof does not need the coordinates to separate. A test used $V=(x^2-1)^2+\frac12(3+5x^2)(y-0.4x^2)^2$ with masses 1 and 2.5, whose normal modes at the minimum mix $x$ and $y$. The flux integral, evaluated at $k_BT=0.01$ and 0.02 and extrapolated linearly to zero, divided by the frequency product gave 1.00006.

### When shifts add and when they cancel

When the hop coordinate separates, the logarithm of (1) is, with $i$ now running over the host modes only,

$$
\ln\frac{\nu^*}{\nu_0}=\ln R=\sum_i\ln\frac{\nu_i}{\nu'_i}=\frac{\Delta S}{k_B}.
$$

The last equality holds because a classical oscillator has entropy $k_B[1+\ln(k_BT/h\nu)]$, so $\Delta S$ is the gain in host vibrational entropy at the saddle. If all of $P$ modes fall by a fraction $\delta$, then $R=(1-\delta)^{-P}$; for 81 modes and 10% this is $5.1\times10^3$.

For changes as modest as 25%, a large factor needs a clear majority of changes with one sign. Let bond $b$ weaken by $c_b=\pm c$ with independent random signs. Expanding (2) to first order gives $\ln R\approx\frac12\sum_bc_bp_b$, where $p_b$ is the share of bond $b$. The cross terms average to zero, so the standard deviation is

$$
\sigma=\frac c2\Big(\sum_bp_b^2\Big)^{1/2}.
$$

It grows as the square root of the number of bonds. The mean of $\ln R$ is not zero, because weakening a bond raises $\ln R$ more than an equal stiffening lowers it. The second-order term of (2) averages to $\frac14c^2$ times the sum of the squared shares of the individual springs. With shares near 0.5, 0.25 and 0.25 for the three springs of each bond, this is about 0.3 for 54 bonds. It grows as $c^2$ and in proportion to the number of bonds, so strong or very numerous changes raise the prefactor even when the signs balance. For the 54 cage bonds in the 375-mode block this gives 0.905; 300 random draws gave 0.948, a difference comparable with their 4% sampling error. One standard deviation is a factor of 2.6, against 1700 when all bonds weaken together. With random signs the prefactor of this model therefore usually stays within a factor of a few of $\nu_0$. An assumed $10^{13}\ \mathrm{s^{-1}}$ is then a fair guess if $\nu_0$ itself is near that value and the number of disturbed bonds is not much larger than here.

## What a wrong prefactor does to a barrier

Suppose one rate is measured at $T_1$ and a barrier is extracted with an assumed prefactor $\nu_a$. Equating $\nu_ae^{-E_{\rm app}/k_BT_1}$ to $\nu^*e^{-E/k_BT_1}$ and taking logarithms gives

$$
E_{\rm app}=E-k_BT_1\ln(\nu^*/\nu_a).
$$

At 700 K, $k_BT_1=0.0603$ eV. With $\nu_a=10^{13}\ \mathrm{s^{-1}}$ the loosened path yields $2-0.0603\ln691=1.61$ eV and the tightened path 2.43 eV. The true barrier is 2 eV in both.

The error does not cancel at another temperature. The predicted rate at $T_2$ is $\nu_ae^{-E_{\rm app}/k_BT_2}=\nu_a(\nu^*/\nu_a)^{T_1/T_2}e^{-E/k_BT_2}$. Dividing by the true rate,

$$
\frac{\Gamma_{\rm pred}}{\Gamma_{\rm true}}=\left(\frac{\nu^*}{\nu_a}\right)^{T_1/T_2-1}.
$$

From 700 K to a use temperature of 400 K the exponent is 0.75. With classical rates, the loosened path is predicted 135 times too fast, the tightened path 200 times too slow. The quantum corrections given below reduce these factors to about 90 and 130.

## Where the harmonic classical result fails

**Anharmonicity.** As the copper atom vibrates in its well, it already changes the cage a little. Equipartition gives $\langle s\rangle\approx k_BT/2E=0.015$ at 700 K. To leading order this multiplies the well integral by $\exp(\frac12c\langle s\rangle\sum\lambda)\approx1.11$ on the loosened path and lowers the rate accordingly. Integrating the full model gives rate factors of 0.88 (loosened) and 1.09 (tightened).

**Quantum vibrations.** With $z=h\nu/2k_BT$, the classical partition function $1/2z$ of each oscillator becomes $1/(2\sinh z)$. Each mode at the minimum then multiplies the rate by $\sinh z/z$, and each real saddle mode divides it by the same function. Including tunnelling, the loosened rate is multiplied by 1.4 at 700 K and by 2.7 at 400 K; the tightened rate is multiplied by 0.72 and 0.38. Here the corrections widen the contrast, because softer saddle modes also have less zero-point energy. Tunnelling alone adds about 1% at 400 K.

When $h\nu\gg k_BT$ for all modes, $\sinh z/z\to e^z/2z$. Since $\nu/2z=k_BT/h$, the product in (1) collapses to $k_BT/h$, tunnelling left aside, and the shifts survive as a zero-point change of the barrier. The classical $R$ is thus the high-temperature limit. The contrast between the paths does not fade on cooling: the zero-point change lowers the barrier of the loosened path and raises that of the tightened one, so their rates move further apart.

**Recrossing.** Friction makes some paths turn back after crossing $S$, which lowers the rate. For a parabolic barrier of angular frequency $\omega$ and a friction rate $\gamma$, Kramers' result, quoted here and checked by simulated paths in the program, multiplies the rate by $\sqrt{1+\gamma^2/4\omega^2}-\gamma/2\omega$. For $\gamma=\omega$ this is $\sqrt{1+1/4}-1/2=0.62$.

**A drifting barrier.** If $E(T)=E_0-bT$, then $e^{-E/k_BT}=e^{b/k_B}e^{-E_0/k_BT}$. An Arrhenius plot shows $E_0$ as its slope and hides $e^{b/k_B}$ in the prefactor. For $b=10^{-4}$ eV/K this is a factor of 3.2.

## The model beside a real TiN barrier

The film thickness and anneal temperature are rough values for a TiN barrier under copper. The spring constants give only the order of magnitude of the stiffness of TiN; a common factor in all of them cancels in $R$. The 25% change is chosen, not calculated for TiN, and applying it with one sign to 54 bonds is a strong assumption. The resulting entropy of $7k_B$ shows the mechanism and is not an estimate for copper in TiN. Real films also break the assumption of identical sites, since grain boundaries offer a range of barriers. At 700 K, lowering a barrier by 0.39 eV speeds a hop as much as raising the prefactor from $10^{13}$ to $6.9\times10^{15}\ \mathrm{s^{-1}}$, so the crossing times above are not lifetimes of a device.

For the opening decision, compare $k_BT\,|\ln(\nu^*/\nu_a)|$ with the uncertainty of the barrier. If a loosened or tightened cage could make the first larger, the saddle vibrations are worth computing. The same atoms must then be included at both points, with the same numerical settings: a relative frequency error of 0.5%, with one sign over 1029 modes but present at only one of the two points, would shift $\ln\nu^*$ by about 5. The full set of values is in the numerical output below.

## Computed results

```
2D test: flux limit / frequency product = 1.00006
uniform case: 81 modes, each lowered by 10 %
uniform case: prefactor multiplied by 5.09e+03
barrier E = 2.00 eV; hop length = 0.30 nm
anneal T = 700 K; use T = 400 K; film = 10 nm
springs: along 50 N/m, across 20 N/m
host: 343 atoms, 1029 modes, 2.58 to 15.71 THz
cage bonds changed: 54, each by 25 %
sum of cage shares = 53.74 degrees of freedom
hop frequency in the well = 4.107 THz
loosened, 375 host modes: ln R = 7.3467, per mode 0.01959
loosened, 1029 host modes: ln R = 7.4275, per mode 0.00722
loosened, 2187 host modes: ln R = 7.4483, per mode 0.00341
random signs: spread of ln R sampled 0.948, formula 0.905
random signs: one-spread factor = 2.58
[loosened] frequency shift: mean -0.710 %, largest -11.03 %
[loosened] entropy/k = ln R = 7.428; R = 1682
[loosened] prefactor = 6.907e+15 1/s
[loosened] hop rate at anneal = 2.754e+01 1/s
[loosened] D at anneal = 2.478e-14 cm2/s
[loosened] time for rms film thickness = 2.017e+01 s
[loosened] barrier inferred with 1e13 1/s = 1.606 eV
[loosened] predicted/true rate at use T = 135
[loosened] anharmonic factor at anneal = 0.884
[loosened] quantum factor: anneal 1.401, use 2.739
[unchanged] frequency shift: mean 0.000 %, largest 0.00 %
[unchanged] entropy/k = ln R = 0.000; R = 1
[unchanged] prefactor = 4.107e+12 1/s
[unchanged] hop rate at anneal = 1.638e-02 1/s
[unchanged] D at anneal = 1.474e-17 cm2/s
[unchanged] time for rms film thickness = 3.393e+04 s
[unchanged] barrier inferred with 1e13 1/s = 2.054 eV
[unchanged] predicted/true rate at use T = 0.513
[unchanged] anharmonic factor at anneal = 0.992
[unchanged] quantum factor: anneal 1.007, use 1.020
[tightened] frequency shift: mean 0.605 %, largest 6.74 %
[tightened] entropy/k = ln R = -6.169; R = 0.002093
[tightened] prefactor = 8.598e+09 1/s
[tightened] hop rate at anneal = 3.428e-05 1/s
[tightened] D at anneal = 3.085e-20 cm2/s
[tightened] time for rms film thickness = 1.621e+07 s
[tightened] barrier inferred with 1e13 1/s = 2.426 eV
[tightened] predicted/true rate at use T = 0.00502
[tightened] anharmonic factor at anneal = 1.089
[tightened] quantum factor: anneal 0.724, use 0.383
loosened/tightened prefactors differ by 5.90 decades
tunnelling factor: anneal 1.0033, use 1.0102
recrossing factor, friction = barrier frequency: 0.618
barrier falling by 1e-04 eV/K: prefactor times 3.19
```
